# Geometric heat pumping through two-level and harmonic phonon junctions

Two phonon baths have the same mean temperature, 0.70 K, and the same sinusoidal swing of ±0.30 K. The right bath lags the left by a quarter period. They are joined, with equal couplings, by a two-level defect of splitting 0.1 meV. The steady-state current, averaged over the cycle, is zero. Yet on average $1.975\times10^{-3}$ meV passes from left to right per slow cycle, and this mean heat hardly changes between a period of 5 µs and one of 10 µs. If a harmonic oscillator of the same level spacing replaces the defect, the transfer vanishes.

## Setting and assumptions

The junction has level spacing $E$ and exchanges single phonons of that energy with baths $v=L,R$. The Bose occupation at energy $E$ is

$$n_v=\frac{1}{e^{E/k_BT_v}-1}.$$

The assumptions are these.

1. Coupling is weak and bath memory short, so populations obey a rate equation. Between the two lowest levels, bath $v$ drives upward jumps at rate $\Gamma_v n_v$ and downward jumps at rate $\Gamma_v(1+n_v)$.
2. Each bath is in equilibrium at its momentary temperature $T_v(t)>0$, a smooth function of period $\tau$.
3. $E$ and $\Gamma_v>0$ are constant. Write $\Gamma=\Gamma_L+\Gamma_R$.
4. The junction has reached its periodic state.

Heat is positive when it leaves the left bath. Let $Q$ be the mean heat leaving $L$ in one cycle, and $J_{ss}$ the steady current at the momentary temperatures. The pumped heat is the excess $Q-\int_0^\tau J_{ss}\,dt$. Since the junction returns to its initial mean energy, the heat leaving $L$ in a cycle enters $R$.

For the two-level junction define

$$K_v=\Gamma_v(1+2n_v),\qquad K=K_L+K_R .$$

**Theorem.** Keep the loop of temperatures fixed and vary its period $\tau$.

(a) For the two-level junction,

$$Q-\int_0^\tau J_{ss}\,dt=Q_{geo}+O(1/\tau),$$

and for a simple loop run anticlockwise in the $(n_L,n_R)$ plane, enclosing the region $D$,

$$Q_{geo}=E\iint_D\frac{2\Gamma_L\Gamma_R\Gamma}{K^3}\,dn_L\,dn_R .$$

Reversing the loop changes the sign. A simple loop with non-zero area therefore pumps, and $|Q_{geo}|<E/4$.

(b) For the harmonic oscillator, $Q-\int_0^\tau J_{ss}\,dt=0$ at every $\tau$.

## Lemma 1: the excess current

*For the two-level junction with upper-level population $p$, at any speed,*

$$J_L-J_{ss}=E\,\frac{K_L}{K}\,\frac{dp}{dt}.$$

*Proof.* The net upward jump rate caused by bath $v$ is

$$\Gamma_vn_v(1-p)-\Gamma_v(1+n_v)p=\Gamma_vn_v-K_vp .$$

Each upward jump takes energy $E$ from the bath, so

$$J_L=E(\Gamma_Ln_L-K_Lp),\qquad \frac{dp}{dt}=\Gamma_Ln_L+\Gamma_Rn_R-Kp .$$

Setting $dp/dt=0$ gives the steady population

$$p_{ss}=\frac{\Gamma_Ln_L+\Gamma_Rn_R}{K},\qquad\text{hence}\qquad \frac{dp}{dt}=-K(p-p_{ss}).$$

The steady current is $J_L$ with $p=p_{ss}$. Subtraction gives $J_L-J_{ss}=-EK_L(p-p_{ss})$, and replacing $p-p_{ss}$ by $-(1/K)\,dp/dt$ proves the claim. ∎

The steady current itself follows from

$$\Gamma_Ln_LK-K_L(\Gamma_Ln_L+\Gamma_Rn_R)=\Gamma_Ln_LK_R-\Gamma_Rn_RK_L$$

$$=\Gamma_L\Gamma_R[n_L(1+2n_R)-n_R(1+2n_L)]=\Gamma_L\Gamma_R(n_L-n_R),$$

so that $J_{ss}=E\Gamma_L\Gamma_R(n_L-n_R)/K$.

The factor $f=K_L/K$ is the left bath's share of the relaxation rate. It decides how much of a change in stored energy is drawn from the left. When this share varies round the cycle, filling and emptying need not use the baths in the same proportion.

## Lemma 2: the slow limit

*The excess heat is $E\oint f\,dp_{ss}+O(1/\tau)$.*

*Proof.* Put $s=t/\tau$ and let a prime denote $d/ds$. The deviation $\delta=p-p_{ss}$ obeys

$$\frac{\delta'}{\tau}=-K\delta-\frac{p_{ss}'}{\tau}.$$

Where the periodic function $|\delta|$ is largest, $\delta'=0$. There $|\delta|=|p_{ss}'|/(\tau K)$, and since $K\ge\Gamma$,

$$\max|\delta|\le\frac{\max|p_{ss}'|}{\tau\,\Gamma}.$$

By Lemma 1 the excess heat is $E\oint f\,dp=E\oint f\,dp_{ss}+E\oint f\,d\delta$. Integration by parts over a closed cycle turns the last term into $-E\oint\delta\,df$. Its size is at most $E\max|\delta|\int_0^1|f'|\,ds$, which is $O(1/\tau)$. ∎

The leading term contains no time. It depends on the path and its direction, which is why it is called geometric. It is also unchanged when both couplings are multiplied by the same number: weaker coupling leaves the heat per cycle alone but requires a longer cycle.

## Proof of part (a)

Because $K=\Gamma+2(\Gamma_Ln_L+\Gamma_Rn_R)$,

$$1-2p_{ss}=\frac{K-2(\Gamma_Ln_L+\Gamma_Rn_R)}{K}=\frac{\Gamma}{K},\qquad dp_{ss}=\frac{\Gamma}{2K^2}\,dK .$$

Use $x=K_L$ and $y=K_R$ as coordinates, so $K=x+y$. Then

$$f\,dp_{ss}=\frac{\Gamma x}{2(x+y)^3}\,(dx+dy).$$

Both components of this form equal $P=\Gamma x/[2(x+y)^3]$. Green's theorem for an anticlockwise loop gives $\oint P(dx+dy)=\iint(\partial_xP-\partial_yP)\,dx\,dy$, with

$$\partial_xP=\frac{\Gamma}{2}\left[\frac{1}{(x+y)^3}-\frac{3x}{(x+y)^4}\right],\qquad \partial_yP=-\frac{\Gamma}{2}\,\frac{3x}{(x+y)^4}.$$

The terms in $3x$ cancel:

$$\partial_xP-\partial_yP=\frac{\Gamma}{2(x+y)^3}.$$

Since $dx\,dy=4\Gamma_L\Gamma_R\,dn_L\,dn_R$, this is the stated integrand. Each $n_v$ rises with $T_v$, so an anticlockwise loop in temperature is anticlockwise in occupation too.

For the bound, extend the region to all allowed values, $x>\Gamma_L$ and $y>\Gamma_R$:

$$\frac{\Gamma}{2}\int_{\Gamma_L}^{\infty}dx\int_{\Gamma_R}^{\infty}\frac{dy}{(x+y)^3}
=\frac{\Gamma}{4}\int_{\Gamma_L}^{\infty}\frac{dx}{(x+\Gamma_R)^2}
=\frac{\Gamma}{4}\cdot\frac{1}{\Gamma}=\frac14 .$$

The integrand is positive and a loop at finite temperatures encloses only part of this region, so $|Q_{geo}|<E/4$. ∎

**Remark: which loops pump.** If one bath alone is modulated, the path runs out and back along a line, encloses no area and has $Q_{geo}=0$. A figure-of-eight can also give zero, because its two lobes count with opposite signs. The bound holds for a single simple loop; a path that winds several times can exceed it.

**Remark: two limits.** When both baths are cold, $n_v\ll1$ and $K\approx\Gamma$. The pumped heat is then $2E\Gamma_L\Gamma_R/\Gamma^2$ times the area in the occupation plane, and that area is exponentially small. When both are hot, $n_v\approx k_BT_v/E$ and $K\approx2(\Gamma_Ln_L+\Gamma_Rn_R)$. Multiplying all temperatures by $\lambda$ multiplies the area by $\lambda^2$ and the integrand by $\lambda^{-3}$, so to leading order $Q_{geo}$ falls as $1/\lambda$. For a loop of fixed relative shape, the pump fades at both ends.

## Proof of part (b)

For the oscillator, matrix elements multiply the rates. From level $m$, bath $v$ drives upward jumps at rate $\Gamma_vn_v(m+1)$ and downward jumps at rate $\Gamma_v(1+n_v)m$. With mean number $N=\langle m\rangle$, the net upward jump rate from this bath is

$$\Gamma_vn_v(N+1)-\Gamma_v(1+n_v)N=\Gamma_v(n_v-N).$$

The terms in $n_vN$ cancel, so the damping of $N$ contains no temperature. Define $n_{ss}=(\Gamma_Ln_L+\Gamma_Rn_R)/\Gamma$. Then

$$\frac{dN}{dt}=-\Gamma(N-n_{ss}),\qquad J_L=E\Gamma_L(n_L-N),$$

$$J_L-J_{ss}=-E\Gamma_L(N-n_{ss})=E\,\frac{\Gamma_L}{\Gamma}\,\frac{dN}{dt}.$$

The share $\Gamma_L/\Gamma$ is constant, so the excess is a total time derivative. Its integral over a period of the periodic state is zero, with no assumption that the drive is slow. ∎

The result concerns mean heat, not its fluctuations. Nor does it forbid a net flow: if the cycle averages of $n_L$ and $n_R$ differ, $\int J_{ss}\,dt$ is non-zero.

**Remark: temperature-dependent damping.** Suppose $\Gamma_v$ depends on $T_v$. The algebra above holds at each instant, but $\Gamma_L/\Gamma$ now varies. The argument of Lemma 2 gives

$$Q_{geo}=E\oint\frac{\Gamma_L}{\Gamma}\,dn_{ss},$$

which need not vanish. In the example below, damping proportional to temperature, equal to 25 per µs at 0.70 K, makes the oscillator pump 0.00719 meV per cycle. The constant share is thus what protects the oscillator in part (b).

**Remark: from two levels to the oscillator.** Cut the oscillator ladder at $M$ levels. The upward jump from the top level, which would have rate $\Gamma_vn_vM$, is missing, and the net upward rate becomes

$$\Gamma_v(n_v-N)-\Gamma_vn_vM\,p_{top}.$$

For $M=2$, $p_{top}=N=p$ and the two-level law returns. In the steady state adjacent populations have the ratio $n_{ss}/(1+n_{ss})$, so $p_{top}$ falls rapidly with $M$. For the example's loop the geometric heat is $1.98\times10^{-3}$ meV at two levels, $1.34\times10^{-3}$ at three, $5.99\times10^{-4}$ at four, $7.7\times10^{-5}$ at six and $7.4\times10^{-7}$ at ten. At thirty levels the result is zero to rounding error. The pump lives on the saturation of the top level.

## Lemma 3: separating the pumped heat by reversal

*Half the difference between the forward and reverse cycle heats of the two-level junction is $Q_{geo}+O(1/\tau^2)$.*

*Proof.* Insert $p=p_0+p_1/\tau+p_2/\tau^2+\dots$ into $p'/\tau=-K(p-p_{ss})$. Equal powers of $1/\tau$ give

$$p_0=p_{ss},\qquad p_{k+1}=-\frac{p_k'}{K}.$$

If the series is cut after $p_k/\tau^k$, the remainder $r$ obeys $r'/\tau=-Kr-p_k'/\tau^{k+1}$. The maximum argument of Lemma 2 bounds it by a constant times $\tau^{-k-1}$. For $k\ge1$, the term $p_k$ contributes

$$-E\,\tau^{1-k}\int_0^1K_Lp_k\,ds$$

to the heat. Reversing the loop changes the sign of every derivative, so this contribution acquires the factor $(-1)^k$. The steady part and the $k=2$ term cancel in the difference. The $k=1$ term is $Q_{geo}$, and the next odd term, $k=3$, scales as $\tau^{-2}$. ∎

## A tunnelling defect near 1 K

Take $E=0.1$ meV, $\Gamma_L=\Gamma_R=25$ per µs, $\tau=10$ µs and

$$T_L=T_0+A\cos\theta,\quad T_R=T_0+A\sin\theta,\quad T_0=0.70\ \text{K},\quad A=0.30\ \text{K},$$

with $\theta=2\pi t/\tau$. This loop is anticlockwise.

At 0.70 K the occupation is $n=0.2354$, so $K=50(1+2\times0.2354)=73.54$ per µs. The integrand of the theorem is

$$\frac{2\times25\times25\times50}{73.54^3}=0.1571 .$$

Differentiating the Bose function gives $dn/dT=(E/k_BT^2)\,n(1+n)=0.6888$ per K. If the integrand and this slope are taken constant over the disc of area $\pi A^2$, then

$$Q_{geo}\approx0.1\ \text{meV}\times0.1571\times0.6888^2\times\pi\times0.30^2=0.00211\ \text{meV}.$$

The full area integral is 0.001975 meV, and the line integral built from the steady populations gives the same value. The small-loop estimate is thus about 7% above the full result. In other units the heat is $3.16\times10^{-25}$ J per cycle, a mean power of 0.032 aW. It is 7.9% of the bound $E/4=0.025$ meV. These are mean values. Energy moves in quanta of 0.1 meV, and the heat in a single cycle scatters by about 0.7 meV, so even when the defect is the only path for heat, more than $10^5$ cycles must be averaged to resolve the pumped heat.

Why does heat run from left to right? For equal couplings $p_{ss}$ depends on $n_L+n_R$, so exchanging the two temperatures leaves $p_{ss}$ unchanged and turns $f$ into $1-f$. Pairing each point of the loop with its mirror image gives

$$Q_{geo}=E\int_{L\ \text{hotter}}(2f-1)\,dp_{ss}.$$

This half of the loop runs from both baths cool to both baths warm, so the level gains population on it, with the left share above one half. On the other half it loses population while the right share is the larger. Once the steady current is subtracted, about 57% of the net gain is drawn from the left, and the same share of the net loss goes to the right. This modest imbalance is the pumped heat. The steady current carries far more heat on each half of the loop, but its two halves cancel.

The same exchange symmetry explains the cancellation of the steady part. It also turns the loop into its reverse, so with energy balance over the cycle the forward and reverse heats are exactly opposite. By Lemma 3 the first correction to the cycle heat is then of order $1/\tau^2$. Direct integration of the rate equation gives 0.001972, 0.001974 and 0.001975 meV at periods of 2.5, 5 and 10 µs. Doubling the period from 2.5 to 5 µs divides the deviation from the slow limit by 3.995, close to the predicted factor of 4.

Part (b) can be tried on a fast drive. Let the period be 0.2 µs, the couplings 20 and 30 per µs, and the right amplitude 0.20 K. The angular frequency is then 31 per µs, comparable with $\Gamma=50$ per µs. Integration of the oscillator's level populations gives a cycle heat of 0.0014679 meV, equal to its steady part to all printed digits. Under the same drive the two-level junction passes 0.0016136 meV against a steady part of 0.0004448 meV.

**Unequal couplings.** With $\Gamma_L=20$ and $\Gamma_R=30$ per µs, and the original loop, the geometric heat changes little, to 0.001900 meV. But the steady part no longer cancels. Exchanging the two temperatures reverses $n_L-n_R$ and also changes $K$: since $\Gamma_L<\Gamma_R$, $K$ is smaller when the left bath is the hotter, and the current is then larger. In 10 µs this rectification passes 0.0438 meV, some 23 times the pumped heat. Reversal removes it. At a period of 5 µs the forward and reverse heats are 0.023786 and 0.019988 meV, and half their difference is 0.001899 meV, as Lemma 3 requires.

## The model beside a real junction

The parameters are rough values for a phonon-coupled tunnelling defect in a glassy nanobridge near 1 K; actual splittings and rates vary widely between defects. With both baths at 1 K, an upper bound for the loop, the level broadening $\hbar K$ is $6.3\times10^{-4}$ of the splitting. The longest bath memory time, estimated as $\hbar/k_BT$, is 19 ps against a relaxation time $1/K$ of 11 to 17 ns along the loop. Both ratios favour the rate equation for the two-level defect. Within the same kind of rate equation, a third level at 1 meV, with couplings growing as the cube of the gap, lowers the pumped heat by 7.7%. The position of that level is an assumption, and the loss depends steeply on it: 1.6% at 1.2 meV, 21% at 0.85 meV, 48% at 0.7 meV. The level at 1 meV also raises the scatter per cycle from 0.7 to about 1.0 meV. All these figures are only a rough guide: at 1 meV, decay broadens the third level by about 0.06 meV, and off-resonant two-phonon processes are left out. The cube law is that of bulk phonons; it need not hold in a bridge thinner than the phonon wavelength, which is of order 0.1 µm at 0.1 meV. Why the third level lowers the pumped heat is not analysed here.

The model also assumes that all heat passes through the defect, whereas a real bridge offers other phonon paths. One fully open ballistic phonon channel carries the power

$$\frac{\pi^2k_B^2}{6h}\,(T_L^2-T_R^2).$$

While the left bath is the hotter, this moves about $5.6\times10^3$ meV per cycle, nearly three million times the pumped heat. Identical waveforms make the cycle average vanish, but a difference of only 48 nK between the mean bath temperatures restores a leak as large as the pumped heat. Reversing the loop separates the two mean heats, provided the waveforms are reproduced to much better than 48 nK and the channel responds without delay. The thermal noise of the channel remains. Its variance per unit time is $\pi^2k_B^3(T_L^3+T_R^3)/(3h)$, which gives a scatter of about 67 meV per cycle. About $10^9$ cycles, or some three hours, are then needed merely to bring the noise of the average down to the size of the pumped heat. A free-standing bridge has four channels that stay open down to zero energy, and unless it is very thin, higher modes also carry heat near 1 K. Both facts make these demands stricter still. Whether heaters can drive the baths this way at 0.1 MHz lies outside the model.

## Computed results

```
level spacing: 0.100 meV
mean temperature, amplitude: 0.70 K, 0.30 K
coupling of each bath: 25.0 per us; period 10.0 us
occupation at coldest 0.40 K: 0.0582
occupation at mean 0.70 K: 0.2354
occupation at hottest 1.00 K: 0.4563
relaxation rate K, both baths at mean T: 73.54 per us
curvature at mean T: 0.1571
slope dn/dT at mean T: 0.6888 per K
small-loop estimate of pumped heat: 0.002108 meV
pumped heat, adiabatic loop: 0.001975 meV
pumped heat, curvature integral: 0.001975 meV
cycle heat by direct integration, period 2.5 us: 0.001972 meV
cycle heat by direct integration, period 5.0 us: 0.001974 meV
cycle heat by direct integration, period 10.0 us: 0.001975 meV
error ratio, period 2.5 us to 5 us: 3.995
pumped heat: 3.164e-25 J per cycle
average pumped power: 0.0316 aW
upper bound GAP/4: 0.0250 meV
pumped heat / bound: 0.0790
huge loop, heat/GAP, couplings 1:1 and 1:5: 0.24996, 0.24992
unequal couplings: 20 and 30 per us
  geometric heat: 0.001900 meV
  forward, reverse heat at 5 us: 0.023786, 0.019988 meV
  half the difference: 0.001899 meV
  steady part in 10 us: 0.043786 meV
only left bath modulated, geometric heat: -5.2e-19 meV
ladder cut at 2 levels, geometric heat: 1.975e-03 meV
ladder cut at 3 levels, geometric heat: 1.343e-03 meV
ladder cut at 4 levels, geometric heat: 5.985e-04 meV
ladder cut at 6 levels, geometric heat: 7.655e-05 meV
ladder cut at 10 levels, geometric heat: 7.362e-07 meV
ladder cut at 30 levels, geometric heat: 4.598e-18 meV
fast drive 0.2 us, couplings 20 and 30, right amplitude 0.2 K:
  oscillator cycle heat, steady part: 0.0014679, 0.0014679 meV
  two-level cycle heat, steady part: 0.0016136, 0.0004448 meV
oscillator, damping proportional to T: 0.007190 meV
third level at 1.0 meV: pumped heat 0.001823 meV
  relative change: -7.69 %
level broadening hbar K/GAP at hottest: 6.29e-04
bath memory hbar/(kB T) at coldest: 19.1 ps
relaxation time 1/K at hottest: 10.46 ns
one ballistic channel, heat while L is hotter: 5.584e+03 meV
mean-temperature offset whose leak equals pumped heat: 47.76 nK
```
